# Flux at the Bottom of a Trench under Cosine Inflow, part 2

A metal film is sputtered at low pressure onto a wafer with long, narrow trenches. The open, flat ground (the open field) receives 20 nm of metal. How much reaches the middle of the bottom of a trench of width $w=200$ nm and depth $d=400$ nm?

The trench has vertical walls, a flat bottom, unlimited length and aspect ratio $a=d/w$. Atoms are assumed to fly straight inside it and stay where they first land (unit sticking). The fluxes below belong to the initially empty trench.

Open ground receives the flux $J_0$, in atoms per unit time and area. Intensity is counted per unit solid angle and per unit area perpendicular to the flight direction. Cosine inflow means the same intensity $J_0/\pi$ in every downward direction. At the angle $\theta$ from the vertical, the solid angle $d\Omega$ then brings to a horizontal area

$$
dJ=\frac{J_0}{\pi}\cos\theta\,d\Omega .
$$

With $x$ across the trench, $y$ along it and the origin at the bottom centre, a mouth element at distance $r=\sqrt{x^2+y^2+d^2}$ contributes there

$$
dJ=\frac{J_0}{\pi}\,\frac dr\,\frac{d}{r}\,\frac{dx\,dy}{r^2}
=\frac{J_0d^2}{\pi r^4}\,dx\,dy .
$$

The sum along the trench uses $\int dy/(\rho^2+y^2)^2=\pi/(2\rho^3)$, where $\rho$ is the distance in the cross-section. From the bottom centre the mouth has the half-angle $\alpha$, with $\tan\alpha=1/(2a)$. The flux $J$ there is $J_0\sin\alpha$, or

$$
\boxed{\frac{J}{J_0}=\frac{1}{\sqrt{1+4a^2}}}
$$

For a deep trench this tends to $1/(2a)$. The bottom edge receives $J_0/(2\sqrt{1+a^2})$, and the bottom average is $J_0(\sqrt{1+a^2}-a)$. A wall point at depth $z$ below the mouth receives

$$
\frac{J_{\rm wall}(z)}{J_0}=\frac z2\left[\frac1z-\frac1{\sqrt{w^2+z^2}}\right]
=\frac12\left[1-\frac{z}{\sqrt{z^2+w^2}}\right].
$$

For comparison, the bottom centre of a round hole of diameter $w$ and depth $d$ receives $J_0/(1+4a^2)$. Random straight flight paths agreed with the trench formulas at $a=2$.

### The liner in numbers

Now take the trench of the opening question, with $w=200$ nm and $d=400$ nm, so that $a=2$. The half-angle of view from the bottom centre is $\arctan(1/4)=14.04^\circ$. An open-field growth rate of 1 nm/s gives an initial rate of 0.2425 nm/s at the bottom centre.

To turn flux into thickness, I assume that the film has the same density everywhere. If the initial fluxes persisted until the open field carried 20 nm, the thicknesses would be:

- bottom centre: $20\times0.2425=4.85$ nm;
- bottom edge: $20\times0.2236=4.47$ nm;
- wall at the rim: $20\times0.5000=10.0$ nm;
- wall at the foot: $20\times0.0528=1.06$ nm.

The thinnest metal is at the foot of the wall, not on the bottom. For cosine inflow and unit sticking this holds at every aspect ratio; an inflow richer in flat directions can reverse the order in a shallow trench. The wall flux falls steadily with depth, so its minimum is at the foot, where it equals $\frac12(1-a/\sqrt{1+a^2})$. The smallest bottom flux is $\frac12/\sqrt{1+a^2}$. The foot value is the smaller of the two if $\sqrt{1+a^2}-a<1$, or $\sqrt{1+a^2}<1+a$. Squaring gives $0<2a$, which is true for any trench. The two surfaces meet at the corner and see the same strip of mouth. In a deep trench all visible paths are steep in the cross-section, so they graze the wall, while only the few that run far along the trench also graze the bottom. In a shallow trench the opposite wall hides only the paths that are flattest in the cross-section, and on average these would strike the wall more squarely than the visible ones.

If the film must reach a minimum thickness everywhere, the wall foot therefore sets the required dose in this model, and the bottom centre is the wrong place to judge it. Whether a film of that thickness is closed depends also on how the metal nucleates and spreads on the wall, which the model does not describe.

### When the inflow is not a cosine law

The first assumption to vary is the angular distribution. Let the flux on a horizontal area be

$$
dJ=J_0\,\frac{m+1}{2\pi}\cos^m\theta\,d\Omega .
$$

The prefactor keeps the total at $J_0$, because $2\pi\int_0^{\pi/2}\cos^m\theta\sin\theta\,d\theta=2\pi/(m+1)$. The cosine law is $m=1$. A larger $m$ describes a more forward-directed stream.

The case $m=2$ can be done by hand. Describe a direction by its sideways shifts per unit height, $s$ across the trench and $q$ along it. These are coordinates on a horizontal plane at unit height. An element $ds\,dq$ there lies at distance $1/\cos\theta$ and is tilted by $\theta$, so $d\Omega=\cos^3\theta\,ds\,dq$. Also $\cos\theta=(1+s^2+q^2)^{-1/2}$. For $m=2$ this gives

$$
dJ=J_0\,\frac{3}{2\pi}\,\frac{ds\,dq}{(1+s^2+q^2)^{5/2}} .
$$

With $q=\sqrt{1+s^2}\,\tan\beta$, the integral over $q$ becomes $(1+s^2)^{-2}\int_{-\pi/2}^{\pi/2}\cos^3\beta\,d\beta=\frac43(1+s^2)^{-2}$. The bottom centre sees the mouth for $|s|<t$, where $t=1/(2a)$. Therefore

$$
\frac{J}{J_0}=\frac2\pi\int_{-t}^{t}\frac{ds}{(1+s^2)^2}
=\frac2\pi\left[\frac{t}{1+t^2}+\arctan t\right].
$$

The last step uses the antiderivative $\frac12[s/(1+s^2)+\arctan s]$. Its derivative is $\frac12[(1-s^2)/(1+s^2)^2+1/(1+s^2)]$, which equals $1/(1+s^2)^2$. For $t\to\infty$ the bracket tends to $\pi/2$ and the open-field flux returns.

For $t=1/4$ the bracket is $0.2353+0.2450=0.4803$, and the flux is 0.3058 of the open field. At fixed $J_0$ this is 26% more than for cosine inflow. A broader stream with $m=0.5$, integrated numerically over the same directions, gives 0.2034, which is 16% less.

### When atoms do not stick at once

Let $S$ be the probability that an arriving atom stays. The others leave again from the same place, with a new direction drawn from the cosine law. The walls then send some atoms back into the trench, and part of the lost flux finds its way to the bottom.

The exchange between two surface strips follows from the integral along $y$. Let the strips be a distance $\rho$ apart in the cross-section, with in-plane cosines $c_1$ and $c_2$ at their normals. The cosines in space are $c_1\rho/r$ and $c_2\rho/r$. A unit flux leaving a strip of width $dl$ produces at the other the flux

$$
\frac{c_1c_2\rho^2}{\pi}\,dl\int_{-\infty}^{\infty}\frac{dy}{r^4}=\frac{c_1c_2}{2\rho}\,dl .
$$

Let $H$ be the total arriving flux at each point, $D$ the part that comes straight from the mouth, and $K$ the operation that sums these exchanges over walls and bottom. In the steady state

$$
H=D+(1-S)KH .
$$

For $S=1$ this is $H=D$, the geometric result. For $S\to0$ the solution is $H=J_0$ everywhere. Each point then sees either the mouth, which sends the intensity $J_0/\pi$, or a surface that re-emits with the same intensity, and a full hemisphere of it adds up to $J_0$.

The deposit in the trench is $SH$ and that on open ground is $SJ_0$, so $H/J_0$ is still the relative thickness. I solved the balance numerically for $a=2$, with each wall divided into 200 strips and the bottom into 101. At the bottom centre, $H/J_0$ is 0.2540 for $S=0.9$ and 0.3435 for $S=0.5$. These values lie 4.7% and 42% above the unit-sticking result.

The increase grows faster than in proportion to $1-S$. Repeated insertion of the equation into itself shows why:

$$
H=D+(1-S)KD+(1-S)^2K^2D+\dots
$$

The successive terms count atoms that arrive after no bounce, one bounce, two bounces and so on. All of them are positive, so the higher powers add to the linear increase.

### The film changes its own trench

While the bottom fills, the rims grow towards each other. At the initial fluxes, each wall gains 10 nm at the rim by the time the open field has 20 nm. The half-width of the mouth shrinks from 100 nm to 90 nm. The bottom rises by 4.85 nm, which leaves a depth of 395.15 nm. The new opening angle obeys

$$
\tan\alpha'=\frac{90}{395.15}=0.2278,\qquad
\sin\alpha'=\frac{0.2278}{\sqrt{1+0.2278^2}}=0.2221 .
$$

The flux at the bottom centre has dropped by 8.4% from its initial value. This is an estimate. It leaves out the film that stands above the old mouth plane, which shades the bottom further. If the flux fell evenly between the two values, its mean would be 0.2323, and the bottom centre would end with roughly 4.6 nm instead of 4.85 nm.

The boxed formula depends on $w$ and $d$ through their ratio alone, but this correction depends on the film thickness relative to $w$. The same 20 nm would disturb a narrower trench of equal aspect ratio more strongly.

### Finite length, gas and surface motion

A real trench ends. Let its length be $L$, and consider a point halfway along it. The missing parts of the mouth lie at $|y|>L/2$. If $L/2$ is much larger than $w$ and $d$, the distance there is $r\approx|y|$, and the loss is

$$
\frac{\Delta J}{J_0}\approx\frac{2d^2w}{\pi}\int_{L/2}^{\infty}\frac{dy}{y^4}
=\frac{2d^2w}{3\pi(L/2)^3}.
$$

For $L=5000$ nm this is about 0.0004. The full area integral gives 0.2421 in place of 0.2425, a loss of 0.17%. Close to the ends of the trench the loss is larger, because the nearer end wall then blocks a larger part of the view.

Collisions inside the trench are governed by the mean free path $\lambda$. Two gas atoms of diameter $D_g$ collide when their centres come within $D_g$, so the target area is $\pi D_g^2$. The number density is $p/(kT)$ at pressure $p$ and temperature $T$. The mean relative speed of two atoms in a thermal gas is $\sqrt2$ times the mean speed, because the variances of their velocities add. The mean free path is the speed divided by the collision rate:

$$
\lambda=\frac{kT}{\sqrt2\,\pi D_g^2\,p}.
$$

For 5 mTorr, 300 K and a rough argon-like diameter of 0.36 nm, $\lambda$ is about 1 cm. The chance of a collision over the trench depth is about $d/\lambda\approx4\times10^{-5}$. A metal atom differs from a gas atom in size and speed, but a factor of a few would not matter here.

Straight flight inside the trench does not imply cosine inflow at its mouth. The directions are set by the source and by collisions on the way to the wafer, and over several centimetres, a distance no longer small compared with the mean free path, such collisions are not rare. The cosine law remains an assumption about the equipment.

Finally, an atom that has stuck may still move along the surface until the next layer buries it. For a rough size, take hops of length $\ell=0.3$ nm, an attempt rate $\nu=10^{13}$ s$^{-1}$ and a barrier $E=0.6$ eV. At the bottom centre one layer of 0.3 nm takes $\tau=0.3/0.2425=1.24$ s. The number of hops in this time is $N=\nu\tau e^{-E/kT}$. For independent hops in random directions the cross terms in the mean square displacement vanish, which leaves $N\ell^2$. The typical distance is

$$
\ell\sqrt N=\ell\sqrt{\nu\tau\,e^{-E/kT}} .
$$

This is about 10 nm at 300 K and about 1000 nm at 500 K. Steps and islands would capture the atom earlier, so for the chosen barrier these values tend to overstate the motion at the bottom centre. At the wall foot a layer takes $0.3/0.0528=5.7$ s, and the same estimate gives about twice the distance. For this barrier, the motion at 300 K thus blurs the thickness over roughly a tenth of the trench width or less. At 500 K it could exceed both width and depth, and the local thickness would no longer follow from the local arrival flux. The estimate is very sensitive to the barrier: at 300 K each 0.1 eV less multiplies the distance by about seven, so that 0.4 eV already gives several hundred nanometres. On close-packed faces of copper or aluminium the barrier for a single atom is lower still, and there capture at steps and islands, not burial, limits the motion.

### Beside a real liner

The example is set in the regime of low-pressure sputtering of metal liners into wiring trenches. The width of 200 nm is far larger than that of the finest present wiring. Metal atoms arriving on a cool metal film stick with a probability near one, so the case $S=0.5$ marks a far excursion and not a typical value. Cosine inflow is an assumption that equipment can break on purpose. Collimators, long throw distances and ionized metal drawn to a biased wafer are used to make the stream more vertical. In this model the step from $m=1$ to $m=2$ already raises the flux at the bottom centre by 26% at $a=2$, and a strongly directed stream lies beyond that range. Energetic ions can also knock deposited metal loose and move it from the bottom to the walls, which the model does not contain.

For a required thickness $h$ at the bottom centre, the open field must receive about $h\sqrt{1+4a^2}$. This rule needs cosine inflow, near-unit sticking, a surface cool enough for the metal at hand that atoms move little before burial, a point several depths and widths away from both ends of the trench, and an open-field film much thinner than the trench is wide. The last condition concerns the open field because that film, about $2ah$ thick for a deep trench, sets how far the rims close in. For $h=5$ nm and $a=2$ it asks for $5/0.2425\approx21$ nm, and the narrowing of the mouth adds to that. The main values are collected in the numerical output below.

## Computed values

```
Centre flux / open-field flux, by area integral and formula:
  a = 0.5: 0.70711  0.70711
  a = 1.0: 0.44721  0.44721
  a = 2.0: 0.24254  0.24254
  a = 5.0: 0.09950  0.09950
Trench width 200 nm, depth 400 nm
Trench length 5000 nm, aspect ratio a = 2.00
Half-angle of view at centre: 14.04 deg
Relative flux, bottom centre: 0.2425
Deep-trench limit 1/(2a): 0.2500
Random trajectories, centre: 0.2417 +- 0.0011
Relative flux, bottom edge: 0.2236
Relative flux, bottom average: 0.2361
Random trajectories, bottom average: 0.2362
Share of inflow caught by both walls: 0.7639
Relative flux, wall rim: 0.5000
Relative flux, wall foot: 0.0528
Relative flux, round hole centre: 0.0588
Open-field growth rate: 1.00 nm/s
Initial growth rate, bottom centre: 0.2425 nm/s
Open-field film: 20.0 nm
Film thickness at the initial fluxes:
  bottom centre 4.85 nm
  bottom edge 4.47 nm
  wall rim 10.00 nm
  wall foot 1.06 nm
Neglected effects: centre flux and change from the formula:
  inflow cos^2: 0.3058 (+26.1 %)
  inflow cos^0.5: 0.2034 (-16.1 %)
  sticking 0.9: 0.2540 (+4.7 %)
  sticking 0.5: 0.3435 (+41.6 %)
  mouth narrowed by film: 0.2221 (-8.4 %)
  finite length: 0.2421 (-0.17 %)
Gas: 5.0 mTorr, 300 K, diameter 0.36 nm
Mean free path: 1.08 cm
Collision chance over the trench depth: 3.7e-05
Hop length 0.3 nm, attempts 1e+13 1/s, barrier 0.6 eV
Time to bury one layer at bottom centre: 1.24 s
Surface migration at 300 K: 9.6 nm
Surface migration at 500 K: 999 nm
```
